# Odd-parity acceptor states with F = 1/2: a light-hole hydrogen series

## A special case: one spinor, two directions

Take a free hole with band-edge spin $J=3/2$ and wave vector $k$ along $z$. In the spherical Luttinger model, in atomic units and with hole energy counted positive into the valence band, its kinetic energy is

$$\tfrac12k^2\left[\gamma_1+\tfrac52\gamma-2\gamma m^2\right],\qquad J_z=m .$$

For $m=\pm3/2$ the bracket is $\gamma_h=\gamma_1-2\gamma$, the inverse heavy-hole mass. For $m=\pm1/2$ it is $\gamma_l=\gamma_1+2\gamma$, the inverse light-hole mass.

Now combine an envelope with $L=1$ and the spin $J$ to total angular momentum $F=1/2$, $M=1/2$:

$$\mathcal Y_{1/2}=\sqrt{\tfrac12}\,Y_{1,-1}|\tfrac32\rangle-\sqrt{\tfrac13}\,Y_{10}|\tfrac12\rangle+\sqrt{\tfrac16}\,Y_{11}|{-\tfrac12}\rangle .$$

The raising operator $F_+$ annihilates this sum. The coefficient of $Y_{10}|\frac32\rangle$ becomes $\sqrt2\sqrt{1/2}-\sqrt3\sqrt{1/3}=0$, and that of $Y_{11}|\frac12\rangle$ becomes $-\sqrt2\sqrt{1/3}+2\sqrt{1/6}=0$.

Let the spherical harmonics depend on the direction of $\mathbf k$. Along $z$ only $Y_{10}$ is nonzero, so the spinor there is $|\frac12\rangle$, a pure light hole. Along $x$, $Y_{10}=0$ and $Y_{11}=-Y_{1,-1}$, so the spinor is proportional to $v=\sqrt3\,|\frac32\rangle-|{-\frac12}\rangle$. It contains $|\frac32\rangle$, but the relevant spin component is now $J_x$:

$$J_xv=\tfrac12|\tfrac12\rangle-\tfrac{\sqrt3}{2}|{-\tfrac32}\rangle,\qquad
J_x^2v=\tfrac{\sqrt3}{4}|\tfrac32\rangle-\tfrac14|{-\tfrac12}\rangle=\tfrac14v .$$

This is again a pure light hole. The component of $\mathbf J$ along $\mathbf k$ is the helicity, and the theorem rests on its having magnitude $1/2$ in every direction.

## Assumptions and theorem

The Hamiltonian is

$$H=\tfrac12\left[\left(\gamma_1+\tfrac52\gamma\right)p^2-2\gamma(\mathbf p\cdot\mathbf J)^2\right]-\frac1{\varepsilon r}. \tag{1}$$

1. The band edge is the fourfold $J=3/2$ multiplet; the split-off band is infinitely far away.
2. The kinetic energy is spherical, with $\gamma=(2\gamma_2+3\gamma_3)/5$, and $\gamma>0$, $\gamma_h>0$.
3. The acceptor acts through a Coulomb potential with a constant $\varepsilon$.

The energy zero is the band edge, so bound holes have $E<0$. Let $\mathbf F=\mathbf L+\mathbf J$, and let parity mean the envelope parity $(-1)^L$.

**Theorem.** The bound odd-parity states of (1) with $F=1/2$ have energies

$$E_n=-\frac{1}{2\varepsilon^2\gamma_l n^2},\qquad n=2,3,4,\dots, \tag{2}$$

one doublet $M=\pm1/2$ for each $n$. Their radial functions are those of hydrogen p states with Bohr radius $a_l=\varepsilon\gamma_l$. The heavy-hole mass does not enter.

## Lemma 1: there is one channel

**Lemma 1.** $H$ conserves $F$, $M$ and parity, and every odd state with $F=1/2$ has $L=1$.

*Proof.* A joint rotation of envelope and spin leaves $p^2$, $\mathbf p\cdot\mathbf J$ and $r$ unchanged, so $H$ commutes with $\mathbf F$. Envelope inversion sends $\mathbf p\to-\mathbf p$, which leaves $(\mathbf p\cdot\mathbf J)^2$ unchanged. Coupling $L$ to $3/2$ gives $|L-\frac32|\le F\le L+\frac32$. The smallest $F$ is $3/2$ for $L=0$, $1/2$ for $L=1$ and $L=2$, and at least $3/2$ for $L\ge3$. Of the two values that allow $F=1/2$, only $L=1$ is odd. ∎

In momentum space such a state is therefore $\psi_M(\mathbf k)=f(k)\,\mathcal Y_M(\hat{\mathbf k})$.

## Lemma 2: the helicity is ±1/2 everywhere

**Lemma 2.** For every $\mathbf k\neq0$, $(\hat{\mathbf k}\cdot\mathbf J)^2\psi_M(\mathbf k)=\frac14\psi_M(\mathbf k)$.

*Proof.* In momentum space $\mathbf r=i\nabla_k$, so $\mathbf L=\mathbf r\times\mathbf p=-i\,\mathbf k\times\nabla_k$ and $\hat{\mathbf k}\cdot\mathbf L=0$. Orbital motion carries no angular momentum along $\mathbf k$, hence $\hat{\mathbf k}\cdot\mathbf F=\hat{\mathbf k}\cdot\mathbf J$.

First take $\mathbf k=k\hat{\mathbf z}$. There $L_z=-i(k_x\partial_{k_y}-k_y\partial_{k_x})$ gives zero, because $k_x=k_y=0$ and $\psi_M$ is smooth in angle. Evaluating $F_z\psi_M=M\psi_M$ at this point gives

$$J_z\psi_M(k\hat{\mathbf z})=M\psi_M(k\hat{\mathbf z}),\qquad M=\pm\tfrac12,$$

and so $J_z^2\psi_M(k\hat{\mathbf z})=\frac14\psi_M(k\hat{\mathbf z})$.

For another direction choose a rotation $R$ with $\mathbf k=R\,k\hat{\mathbf z}$, and let $D(R)$ be its action on the spin. The two states of the doublet transform among themselves:

$$D(R)\psi_M(R^{-1}\mathbf k)=\sum_{M'}\psi_{M'}(\mathbf k)\,d_{M'M}(R),$$

with $d$ the $2\times2$ rotation matrix for $F=1/2$. Since $R^{-1}\mathbf k=k\hat{\mathbf z}$, multiplication by $d^{-1}$ gives

$$\psi_M(\mathbf k)=\sum_{M'}D(R)\psi_{M'}(k\hat{\mathbf z})\,[d^{-1}(R)]_{M'M}.$$

Rotation of the spin operator gives $(\hat{\mathbf k}\cdot\mathbf J)^2D(R)=D(R)J_z^2$. Acting on each term, $J_z^2$ yields $1/4$, which comes out of the sum. ∎

The heavy-hole amplitude therefore vanishes at each wave vector, not merely on average. A heavy hole has angular momentum $\pm3/2$ along its motion, and a state with total $F=1/2$ cannot supply it.

## Lemma 3: the kinetic energy

**Lemma 3.** On the odd $F=1/2$ sector the kinetic energy is $\gamma_lp^2/2$.

*Proof.* Replace $(\mathbf k\cdot\mathbf J)^2$ by $k^2/4$, as Lemma 2 allows:

$$\tfrac12k^2\left[\gamma_1+\tfrac52\gamma-\tfrac12\gamma\right]=\tfrac12k^2(\gamma_1+2\gamma)=\tfrac12\gamma_lk^2 .$$

The Fourier transform commutes with rotations of the envelope, so an $L=1$ function of $\mathbf k$ becomes an $L=1$ function of $\mathbf r$ with the same spin coupling. In position space the operator is $-\frac12\gamma_l\nabla^2$ acting on $[u(r)/r]\,\mathcal Y_M(\hat{\mathbf r})$. ∎

## Proof of the theorem

For $L=1$, $\nabla^2[(u/r)\mathcal Y_M]=r^{-1}(u''-2u/r^2)\mathcal Y_M$. The Coulomb potential multiplies $u$ and leaves the angular function alone. Hence

$$-\frac{\gamma_l}{2}\left(u''-\frac{2}{r^2}u\right)-\frac{u}{\varepsilon r}=Eu. \tag{3}$$

Set $r=a_l\rho$ with $a_l=\varepsilon\gamma_l$. The kinetic prefactor contains $\gamma_l/a_l^2=1/(\varepsilon^2\gamma_l)$, and the potential contains $1/(\varepsilon a_l)=1/(\varepsilon^2\gamma_l)$. Call this common energy $W$, and write $E=-W/(2\nu^2)$ with $\nu>0$. Division of (3) by $-W/2$ gives, with primes now denoting $d/d\rho$,

$$u''=\left(\frac{2}{\rho^2}-\frac2\rho+\frac1{\nu^2}\right)u .$$

Near the origin $u\sim\rho^2$ or $u\sim\rho^{-1}$; the second is not normalizable. Put $u=s\,w$ with $s=\rho^2e^{-\rho/\nu}$. Then

$$\frac{s'}{s}=\frac2\rho-\frac1\nu,\qquad \frac{s''}{s}=\left(\frac2\rho-\frac1\nu\right)^2-\frac2{\rho^2}=\frac2{\rho^2}-\frac4{\nu\rho}+\frac1{\nu^2}.$$

Insert $u''=s''w+2s'w'+sw''$, cancel the equal terms and multiply by $\rho/s$:

$$\rho w''+\left(4-\frac{2\rho}{\nu}\right)w'+\left(2-\frac4\nu\right)w=0 .$$

With $w=\sum_jc_j\rho^j$, the coefficient of $\rho^j$ gives

$$(j+1)(j+4)\,c_{j+1}=\left[\frac{2(j+2)}{\nu}-2\right]c_j .$$

If the series does not end, $c_{j+1}/c_j\to2/(\nu j)$. Then $w$ grows as $e^{2\rho/\nu}$, up to a power, and defeats the decaying factor in $s$. A bound state thus needs $\nu=j+2$ for some $j=0,1,2,\dots$, so $\nu=n=2,3,\dots$ This gives (2). Equation (3) does not contain $M$, which gives the doublet. ∎

For $n=2$ the series is a constant and $u\propto\rho^2e^{-\rho/2}$. Since $\int_0^\infty\rho^qe^{-\rho}d\rho=q!$, the mean radius is $\langle r\rangle=a_l\,5!/4!=5a_l$.

## Remarks on the scope

**Even parity.** Lemma 2 used $F=1/2$ but not the parity, so it also holds for $L=2$. Equation (3) then has $6/r^2$ in place of $2/r^2$, the solution starts as $\rho^3$, and the same steps give (2) with $n=3,4,\dots$ The $n\mathrm P_{1/2}$ and $n\mathrm D_{1/2}$ levels coincide for $n\ge3$ in this model.

**Other central potentials.** Lemmas 1–3 do not use the Coulomb form. Any spin-independent central potential leaves a one-channel light-hole problem, but its levels need not follow (2).

**Two limits.** When $\gamma\to0$ the two masses merge and $J$ becomes a spectator. When $\gamma_h\to0$ at fixed $\gamma_l$, the heavy mass diverges and the $\mathrm P_{1/2}$ levels stay where they are.

**Other values of F.** The functions $(\hat{\mathbf k}\cdot\mathbf J)|M\rangle$ have $L=1$ and $F=3/2$. Summed over $M$, their weights at fixed $\hat{\mathbf k}$ are $9/4$ for each heavy helicity and $1/4$ for each light one, so the heavy fraction is $0.9$. The twelve $L=1$ states together contain each helicity equally, six heavy and six light. The two $F=1/2$ states take no heavy weight and the four $F=3/2$ states take $3.6$. This leaves $2.4$ for the six $F=5/2$ states, a fraction of $0.4$. Both masses enter these channels.

## Remark: a finite split-off gap

Let the split-off band lie at $\Delta$. It has $J=1/2$, and with $L=1$ it forms a second odd $F=1/2$ channel. The full band edge consists of p-like orbitals times spin. For $\mathbf k\parallel z$ the state $m=3/2$ has a transverse orbital, so that orbital has inverse mass $\gamma_h$. The $m=1/2$ states are, up to phases,

$$|\tfrac32,\tfrac12\rangle=\sqrt{\tfrac23}\,Z{\uparrow}+\sqrt{\tfrac13}\,T{\downarrow},\qquad |\tfrac12,\tfrac12\rangle=\sqrt{\tfrac13}\,Z{\uparrow}-\sqrt{\tfrac23}\,T{\downarrow},$$

with $Z$ longitudinal and $T$ transverse. If $\lambda$ is the longitudinal inverse mass, then $\gamma_l=(2\lambda+\gamma_h)/3$, so $\lambda=\gamma_1+4\gamma$. The split-off diagonal element is $(\lambda+2\gamma_h)/3=\gamma_1$, and the coupling is $\frac{\sqrt2}{3}(\lambda-\gamma_h)=2\sqrt2\,\gamma$.

Both angular functions have the same magnitude at the pole, where the squared coupling coefficient of $Y_{10}$ is $1/3$ for each. Rotational symmetry then makes these elements the kinetic matrix of the whole sector:

$$\frac{p^2}{2}\begin{pmatrix}\gamma_l&c\\c&\gamma_1\end{pmatrix}+\begin{pmatrix}0&0\\0&\Delta\end{pmatrix}-\frac1{\varepsilon r},\qquad |c|=2\sqrt2\,\gamma. \tag{4}$$

For $\Delta$ large compared with the binding energy, second-order perturbation theory gives $\delta E\approx-\langle(cp^2/2)^2\rangle/\Delta=-(c/\gamma_l)^2\langle T_l^2\rangle/\Delta$, where $T_l=\gamma_lp^2/2$. On the 2P state $T_l=E_2-V$. Its radial function gives $\langle1/\rho\rangle=3!/4!=1/4$ and $\langle1/\rho^2\rangle=2!/4!=1/12$. Since $W=-8E_2$, we have $\langle V\rangle=2E_2$ and $\langle V^2\rangle=\frac{16}3E_2^2$. Therefore

$$\langle T_l^2\rangle=\left(1-4+\tfrac{16}{3}\right)E_2^2=\tfrac73E_2^2,\qquad
\delta E_2\approx-\frac73\,\frac{8\gamma^2}{\gamma_l^2}\,\frac{E_2^2}{\Delta}. \tag{5}$$

In the opposite limit $\Delta=0$, one constant rotation diagonalizes (4). The inverse masses are $\gamma_1+4\gamma$ and $\gamma_1-2\gamma$, and the sector splits into two hydrogenic p series, one with the heavy mass. The light-hole result thus needs a large gap.

## Remark: cubic warping

In a crystal $\gamma_2\ne\gamma_3$, and the inverse-mass matrix is $G=\gamma_1-2\gamma_2A-2\gamma_3B$, with $n_i$ the components of $\hat{\mathbf k}$ and

$$A=\sum_in_i^2\left(J_i^2-\tfrac54\right),\qquad B=\sum_{i<j}n_in_j(J_iJ_j+J_jJ_i).$$

Here $A+B=Q=(\hat{\mathbf k}\cdot\mathbf J)^2-\frac54$. By Lemma 2 the $F=1/2$ doublet fills the two light helicities evenly at each direction, with projector $(1-Q)/2$. Its mean inverse mass is the directional average of $\frac14\mathrm{Tr}[(1-Q)G]$.

The traces of $A$ and $B$ vanish, and so does $\mathrm{Tr}\,AB$, because a half-turn about a cube axis reverses the sign of mixed products. This leaves $\gamma_1+\frac12(\gamma_2\mathrm{Tr}A^2+\gamma_3\mathrm{Tr}B^2)$. The eigenvalues of $Q$ are $\pm1$, each twice, so $\mathrm{Tr}A^2+\mathrm{Tr}B^2=4$. The operators $J_i^2-\frac54$ have squared trace $4$ and sum to zero, so their mutual traces are $-2$. Hence $\mathrm{Tr}A^2=4\sum_in_i^4-4\sum_{i<j}n_i^2n_j^2$. The averages $\langle n_i^4\rangle=1/5$ and $\langle n_i^2n_j^2\rangle=1/15$ give $8/5$ for $A$ and $12/5$ for $B$. The mean is

$$\gamma_1+\tfrac45\gamma_2+\tfrac65\gamma_3=\gamma_1+2\gamma=\gamma_l .$$

Time reversal gives both members of the doublet the same mean, so warping does not shift $E_n$ in first order. Higher orders mix in states that contain heavy holes, and their size must be computed.

## Example: an acceptor in the regime of germanium

Take the rough typical values $\gamma_1=13$, $\gamma_2=4$, $\gamma_3=5.5$, $\varepsilon=16$ and $\Delta=0.3$ eV. Then

$$\gamma=\frac{8+16.5}{5}=4.9,\qquad\gamma_l=13+9.8=22.8,\qquad\gamma_h=13-9.8=3.2 .$$

The light-hole Bohr radius is $16\times22.8=364.8$ bohr, or $193$ angstrom. The light-hole Rydberg is $W/2=0.002331$ eV. Division by $n^2=4$ gives

$$E_2=-0.000583\ \text{eV}\quad(-0.583\ \text{meV}),\qquad\langle r\rangle=5a_l=965\ \text{angstrom}\quad(96.5\ \text{nm}).$$

The next levels are $-0.000259$ and $-0.000146$ eV. Diagonalizing (1) with all channels up to $L=5$, without using helicity, reproduces these three levels to the printed digits. The even calculation, with channels up to $L=4$, gives the same energies for $3\mathrm D_{1/2}$ and $4\mathrm D_{1/2}$.

To isolate the role of the heavy mass, hold $\gamma_l$ and $\varepsilon$ fixed and change to $\gamma_1=16$, $\gamma=3.4$, so that $\gamma_h$ rises from $3.2$ to $9.2$. The $2\mathrm P_{1/2}$ level stays at $-0.000583$ eV, while the lowest odd level moves from $-0.00381$ to $-0.00136$ eV.

For the split-off shift, (5) gives

$$-\frac73\times\frac{8(4.9)^2}{(22.8)^2}\times\frac{(5.828\times10^{-4})^2}{0.3}\ \text{eV}=-9.76\times10^{-7}\ \text{eV}.$$

Diagonalizing (4) gives $-9.87\times10^{-7}$ eV, or $0.17\%$ of the level energy. The gap is large enough here because the level is so shallow.

Cubic warping matters more. The residual $(H-E_2)\psi$ of the spherical 2P state has norm $0.000057$ eV, about a tenth of $|E_2|$. With channels up to $L=7$, one cubic eigenstate at $-0.000576$ eV carries $89\%$ of the spherical state. Two others, at $-0.000699$ and $-0.000480$ eV, carry $6\%$ and $3\%$. The main level is thus about $1\%$ shallower than (2), but it is no longer a pure light-hole state. These digits are not yet converged in $L$. With channels only up to $L=5$ the main level lies at $-0.000574$ eV and the second at $-0.000686$ eV. From $L=11$ on the three levels settle at $-0.000578$, $-0.000708$ and $-0.000490$ eV, with shares of $89\%$, $5\%$ and $3\%$.

A p state avoids the acceptor core. A core correction of depth $1$ eV and radius $3$ angstrom, chosen for scale, overlaps a probability of $7.5\times10^{-12}$ and shifts the level by $-7.5\times10^{-12}$ eV in first order.

**Beside real germanium.** The parameters lie in the usual range for germanium. The model's lowest even level, $-0.0089$ eV, has the size of real shallow-acceptor binding there, roughly $0.01$ eV. Among the band and core effects sized above, warping is the assumption whose failure matters most for $2\mathrm P_{1/2}$ at these inputs: about $1\%$ in energy and a tenth of the state's weight. These sizes are sensitive to the Luttinger parameters. With $\gamma_1,\gamma_2,\gamma_3=13.38,\,4.24,\,5.69$ the main level is only about $0.2\%$ shallower than (2), comparable in size to the split-off shift, and it still carries $89\%$. With $13,\,4,\,5.7$ it is about $2\%$ deeper and carries only $63\%$. Conditions of use can matter more. Thermal energy equals $|E_2|$ at $6.8$ K. A field of $60$ V/cm produces a potential drop of $|E_2|/e$ across one mean radius. A much weaker field can already ionize the state: the top of the tilted barrier $-1/(\varepsilon r)-\mathcal E r$ is at $-2\sqrt{\mathcal E/\varepsilon}$, which falls to $E_2$ at $\mathcal E=\varepsilon E_2^2/4$ in atomic units, about $9$ V/cm. At $2.7\times10^{14}$ acceptors per cm³, the volume per acceptor equals that of a sphere of radius $\langle r\rangle$. The isolated-acceptor level is a fair description only when the field is well below the barrier value and the density well below the one just given. The remaining digits are in the numerical output below; its density line uses the equal-volume criterion just stated, not contact between spheres.

## Calculated quantities

```
g1, g2, g3 (rough inputs): 13.0, 4.0, 5.5
eps = 16.0; Delta = 0.3 eV
spherical gs = 4.900
inverse masses: light 22.800, heavy 3.200
masses: light 0.04386, heavy 0.31250 electron masses
light-hole Bohr radius = 193.04 angstrom
light-hole Rydberg = 0.002331 eV
heavy fraction, L=1, F=1/2: 0.0000
heavy fraction, L=1, F=3/2: 0.9000
heavy fraction, L=1, F=5/2: 0.4000
2P1/2: formula -0.0005828, diagonalized -0.0005828 eV
3P1/2: formula -0.0002590, diagonalized -0.0002590 eV
4P1/2: formula -0.0001457, diagonalized -0.0001457 eV
3D1/2: diagonalized -0.0002590 eV
4D1/2: diagonalized -0.0001457 eV
2P1/2 energy converted = -0.5828 meV
2P1/2 mean radius = 965.2 angstrom = 96.52 nm
mean radius / Bohr radius, numerical = 5.00000
lowest even level, spherical = -0.0089 eV
lowest odd level, spherical = -0.00381 eV
mass test: g1 = 16.0, gs = 3.40, same g_l
  2P1/2 then = -0.0005828 eV
  lowest odd level then = -0.00136 eV
split-off kinetic coupling = 13.8593
split-off shift: diagonalized -9.870e-07 eV
split-off shift: leading formula -9.760e-07 eV
split-off shift / level energy = 0.00169
cubic energy spread of spherical 2P1/2 = 0.000057 eV
cubic eigenstates with largest 2P1/2 share, L <= 5:
  energy -0.000574 eV, share 0.8806
  energy -0.000686 eV, share 0.0877
  energy -0.000467 eV, share 0.0225
cubic eigenstates with largest 2P1/2 share, L <= 7:
  energy -0.000576 eV, share 0.8864
  energy -0.000699 eV, share 0.0616
  energy -0.000480 eV, share 0.0291
core model: radius 3.0 angstrom, depth 1.0 eV
probability in core = 7.46e-12
first-order core shift = -7.46e-12 eV
temperature with kT = |E(2P1/2)|: 6.76 K
field |E|/(e mean radius) = 60.4 V/cm
density where mean-radius spheres touch = 2.65e+14 cm^-3
```
